# Flexoelectric imprint voltage of a 50 nm ferroelectric film

**Question.** A ferroelectric film 50 nm thick lies between two electrodes. Its strain varies through the thickness with a gradient of $10^6$ per metre, and its effective flexocoupling coefficient is 5 V. How far does flexoelectricity displace the hysteresis loop along the voltage axis, how does this displacement scale, and when can the estimate be trusted?

**Answer.**

## The bias field

Let $z$ run from the bottom electrode at $z=0$ to the top electrode at $z=h$. Polarization $P$ and electric field $E$ are positive along $+z$, and the voltage is $V=\int_0^h E\,dz$. The relevant strain component is $u(z)$, with gradient $G=du/dz$. Strain is prescribed: it does not respond to switching.

For a uniform film, take the Landau free-energy density

$$F=\tfrac12\alpha P^2+\tfrac14\beta P^4-EP-fGP,\qquad \alpha<0,\ \beta>0 .$$

The last term is the flexoelectric coupling. Strain is dimensionless and $G$ is an inverse length, so $f$ is a voltage and $fG$ is a field. Setting $\partial F/\partial P=0$ gives

$$E+fG=\alpha P+\beta P^3 .$$

The gradient therefore acts on the polarization as an added field

$$fG=(5\ \mathrm{V})(10^6\ \mathrm{m^{-1}})=5\ \mathrm{MV/m}=0.05\ \mathrm{MV/cm}.$$

This is a force on the polarization, not an electrostatic field. If the uniform film is shorted, $V=Eh=0$ and hence $E=0$, while $fG$ continues to act.

The size of $f$ is plausible. A natural atomic voltage is the potential of one elementary charge at a lattice spacing $a$. For $a=0.4$ nm,

$$\frac{e}{4\pi\varepsilon_0a}=3.60\ \mathrm V .$$

This dimensional argument gives a scale of a few volts; it is neither a bound nor a calculation of $f$ for a given material.

## From bias field to loop shift

Without flexocoupling, the spontaneous polarization follows from $\alpha P_s+\beta P_s^3=0$, so $\beta P_s^2=|\alpha|$. As the voltage is swept, a uniformly polarized state loses stability where $dE/dP=0$:

$$\alpha+3\beta P^2=0\quad\Longrightarrow\quad P^2=\frac{|\alpha|}{3\beta}=\frac{P_s^2}{3}.$$

Upward switching starts from the negative branch, at $P=-P_s/\sqrt3$. There

$$\alpha P+\beta P^3=\frac{|\alpha|P_s}{\sqrt3}-\frac{|\alpha|P_s}{3\sqrt3}
=\frac{2|\alpha|P_s}{3\sqrt3}\equiv E_c .$$

At $P=+P_s/\sqrt3$ both terms change sign and the result is $-E_c$. Since the left side of the equation of state is $E+fG$, the two switching fields are

$$E_\uparrow=-fG+E_c,\qquad E_\downarrow=-fG-E_c .$$

Half their sum is the loop centre, $-fG$. Multiplying by the thickness gives

$$V_{\rm centre}=-fGh,\qquad |V_{\rm centre}|=(5\times10^6\ \mathrm{V/m})(50\times10^{-9}\ \mathrm m)=0.25\ \mathrm V .$$

The minus sign means that a gradient favouring upward polarization must be compensated by a negative voltage. The same preference affects retention. To first order in $fG$, the energy densities of the two remanent states differ by $2fGP_s$, and the state opposed to the bias is the less stable one. In this model both states survive at zero voltage if $|fG|<E_c$; beyond that limit one of them disappears.

## What sets the voltage: the strain difference

If the gradient varies with $z$ but the polarization remains nearly uniform, averaging the equation of state over the thickness replaces $fG$ by its mean. Then

$$V_{\rm centre}\simeq-f\int_0^h\frac{du}{dz}\,dz=-f\,[u(h)-u(0)]=-f\,\Delta u .$$

The scaling with thickness depends on what is held fixed. At fixed $G$, the voltage grows as $h$ and the bias field is constant. At fixed $\Delta u$, the voltage is constant and the mean bias field falls as $1/h$. Doubling the thickness to 100 nm at the same $\Delta u$ leaves the computed centre at $-0.2500$ V.

This form also shows what the stated gradient demands:

$$\Delta u=(10^6\ \mathrm{m^{-1}})(50\times10^{-9}\ \mathrm m)=0.05 .$$

The faces differ in strain by 5 %. If bending produced the gradient, the radius of curvature would be $1/G=1$ µm. With a rough biaxial modulus of 170 GPa, and strain measured from its mean, linear elasticity gives face stresses of $170\times0.025=4.25$ GPa. The figure of 0.25 V thus belongs to an extreme strain state.

A second case is a gradient that has the same value at one interface but decays over a length $\ell$:

$$G(z)=G_0e^{-z/\ell},\qquad \Delta u=\int_0^hG_0e^{-z/\ell}dz=G_0\ell\left(1-e^{-h/\ell}\right).$$

For $h\ll\ell$ the bracket tends to $h/\ell$, and the uniform result $|V|=fG_0h$ returns. For $h\gg\ell$ the voltage saturates at $fG_0\ell$. With $\ell=10$ nm and $h=50$ nm, $\Delta u=0.993\ \%$ and

$$|V_{\rm centre}|\simeq 5\ \mathrm V\times0.00993=0.050\ \mathrm V .$$

A peak gradient of $10^6$ per metre is therefore insufficient information. Using it across the whole film would here overestimate the imprint fivefold.

## A worked capacitor

To compare the shift with the loop width, take $P_s=30$ µC/cm², a lattice susceptibility $\chi=200$ at $P_s$, and a background relative permittivity of 10. At $P_s$, the slope of the equation of state is

$$\frac{dE}{dP}=\alpha+3\beta P_s^2=-|\alpha|+3|\alpha|=2|\alpha|=\frac1{\varepsilon_0\chi}.$$

Hence $\alpha=-1/(2\varepsilon_0\chi)=-2.824\times10^8$ V m/C. With $P_s=0.30$ C/m² for the arithmetic,

$$E_c=\frac{2(2.824\times10^8)(0.30)}{3\sqrt3}\ \mathrm{V/m}=0.326\ \mathrm{MV/cm},$$

or 1.630 V across 50 nm. For the uniform gradient the switching voltages are

$$V_\uparrow=-0.250+1.630=1.380\ \mathrm V,\qquad V_\downarrow=-0.250-1.630=-1.880\ \mathrm V .$$

The imprint is 15 % of the coercive voltage. It makes the switching voltages visibly unequal but leaves both remanent states available.

## Does a nonuniform film change the answer?

Strain also changes $\alpha$ through electrostriction. For a rough coefficient of $10^{10}$ V m/C per unit strain, a strain of $\pm2.5\ \%$ changes $\alpha$ by $\pm2.5\times10^8$ V m/C, nearly its own magnitude. This cannot be dismissed as a small perturbation of the local Landau law.

Consider a film with no free charge inside it. The displacement

$$D=\varepsilon_bE(z)+P(z)$$

is then independent of $z$, where $\varepsilon_b$ is the background permittivity. Neglecting the energy of polarization gradients, the local law is

$$E(z)+fG(z)=\alpha(z)P(z)+\beta P(z)^3 .$$

First set $f=0$. Reversing $D$, $E$ and $P$ together leaves both equations unchanged. Here $\alpha(z)+1/\varepsilon_b>0$, so each $D$ fixes one polarization profile, and the voltage $V_0(D)$ is odd. Its turning points are opposite in sign. Electrostrictive grading without flexocoupling therefore gives no imprint in this model, even if the grading is asymmetric.

Now restore $f$ with uniform $G$. Define $E'=E+fG$ and $D'=D+\varepsilon_bfG$. Substitution gives

$$D'=\varepsilon_bE'+P,\qquad E'=\alpha(z)P+\beta P^3,$$

which are the equations for $f=0$. Since $E=E'-fG$, integration yields

$$V(D)=V_0(D+\varepsilon_bfG)-fGh .$$

The change of argument moves the turning points along the $D$ axis without changing their heights. The last term lowers both by $fGh$. The imprint is unchanged by the grading, however strong, as long as the profile remains single-valued in $D$ and the film holds no free charge.

The coercive voltage does change, from 1.630 to 1.646 V. To see why, write $\alpha=\bar\alpha+a$, $P=\bar P+p$ and $G=\bar G+\gamma$, where $a$, $p$ and $\gamma$ have zero mean. Constant $D$ requires $p=-\varepsilon_b(E-\bar E)$. To leading order in the variations,

$$E-\bar E\simeq a\bar P-f\gamma+(\bar\alpha+3\beta\bar P^2)p .$$

The coefficient of $p$ vanishes at the turning points of the uniform film, so there

$$p\simeq-\varepsilon_b(a\bar P-f\gamma).$$

Averaging the local law produces the additional term

$$\langle ap\rangle\simeq-\varepsilon_b\langle a^2\rangle\bar P+\varepsilon_bf\langle a\gamma\rangle .$$

The first part makes the effective $\alpha$ more negative and widens the loop. The second does not change sign with $\bar P$, so it shifts the centre by

$$\delta V\simeq h\varepsilon_bf\langle a\gamma\rangle .$$

It vanishes for uniform $G$ because $\gamma=0$. In the relaxing profile, strain rises where the gradient falls; with the positive electrostrictive coefficient chosen here, $\langle a\gamma\rangle<0$. The formula gives $-0.134$ mV. Solving the local equations in 200 layers and locating the turning points of $V(D)$ gives $-0.128$ mV, a difference of about 5 %. The omitted average $3\beta\bar P\langle p^2\rangle$ contains the cross term

$$-6\beta\bar P^2\varepsilon_b^2f\langle a\gamma\rangle
=-2|\alpha|\varepsilon_b\left(\varepsilon_bf\langle a\gamma\rangle\right),$$

where $\bar P^2=P_s^2/3$ was used. Since $2|\alpha|\varepsilon_b=10/200=0.05$, this accounts for the reduction. Either value is negligible beside 50 mV.

## Electrodes and surfaces

Suppose a passive dielectric layer of thickness $d$ and permittivity $\varepsilon_d$ lies in series with a uniform film. Without interface charge it carries the same $D$, so

$$V=hE+\frac{d}{\varepsilon_d}(\varepsilon_bE+P)
=h\lambda E+\frac{d}{\varepsilon_d}P,\qquad
\lambda=1+\frac{\varepsilon_bd}{\varepsilon_dh}.$$

Inserting $E=\alpha P+\beta P^3-fG$ leaves an odd function of $P$ plus the constant $-\lambda fGh$. The centre is therefore $-\lambda fGh$. For a 1 nm layer of relative permittivity 50, $\lambda=1+(10/50)(1/50)=1.004$, and the centre moves to $-0.251$ V. The coercive voltage falls much more, to 1.261 V, because the term $dP/\varepsilon_d$ opposes the negative slope of the Landau law.

Charge trapped between film and passive layer can imitate flexoelectricity. A sheet charge $\sigma$ changes $D$ in the passive layer by $\sigma$ in magnitude, and hence the voltage by $\sigma d/\varepsilon_d$. For this layer, 11.1 µC/cm² would give 0.25 V. That is more than a third of $P_s$, but a smaller charge would still contribute in proportion.

The definition of $f$ hides another surface effect. An alternative coupling density is

$$-\frac f2\left(P\frac{du}{dz}-u\frac{dP}{dz}\right)
=-fP\frac{du}{dz}+\frac f2\frac{d(uP)}{dz}.$$

The final term is a total derivative and does not alter the bulk equation. It does alter the total energy. For uniform $P$, integration gives

$$-fP\Delta u+\frac f2P\Delta u=-\frac f2P\Delta u .$$

With the polarization held uniform and no other surface term, the same 5 V would give 0.125 V. The estimate of 0.25 V therefore requires an effective $f$ that already includes surface contributions. A bulk coefficient alone does not fix the imprint.

## Comparison with real capacitors

The thickness, polarization and permittivity used here are rough values in the regime of thin perovskite-oxide ferroelectric capacitors. The 5 % strain difference is far from typical; about 1 %, as in the relaxing profile, is a more moderate choice and lowers the imprint to about 0.05 V. Uncertainty in $f$ matters equally: at the original uniform gradient, 1 V gives 0.05 V and 10 V gives 0.5 V. Real films usually switch through domains, at fields below the uniform-switching $E_c$. If the gradient is uniform and the remaining energetics are symmetric under polarization reversal, the applied field and $fG$ still enter as a sum, so a saturated loop keeps the same shift. Halving the coercive voltage at fixed imprint would raise their ratio from 0.15 to about 0.3.

Electrode asymmetry is a direct competitor. A rough work-function mismatch of 0.2 eV corresponds to 0.2 V, or 80 % of the flexoelectric estimate, and may add to it or oppose it. For a fixed mismatch across an insulating film this voltage is independent of thickness, as is $f\Delta u$ at fixed $\Delta u$. A thickness series under those conditions cannot separate them. Reversing the strain gradient can, provided the interface barriers do not themselves change with strain: the flexoelectric shift then changes sign, apart from the small grading correction found above, while the work-function part does not.

Three further checks concern breakdown, tunnelling and temperature. The largest switching field averaged over the thickness, 0.376 MV/cm, lies below a rough breakdown field of 1 MV/cm. The local field can be much larger. With the electrostrictive grading above, a 5 % strain difference and no free charge, it reaches about 1.18 MV/cm at one face just after switching, so leakage or breakdown may prevent such a film from following the ideal loop. The same internal field bows the band edges by about 0.9 eV at mid-film in the remanent states. With a 1 eV barrier, one polarity then brings the conduction band within about 0.1 eV of the electrode Fermi level. For a free-electron density of states, the equilibrium electron density there would be of order $10^{24}$ m⁻³, comparable with the bound charge density of the graded polarization. Electrons that collect for one polarity only break the reversal symmetry, so the result that grading leaves the imprint unchanged need not hold for such a film. In the relaxing profile the bowing stays below 0.2 eV. In the relaxing profile, with its 1 % strain difference, the local field at switching stays near 0.5 MV/cm. For a triangular barrier of 1 eV and the free-electron mass, the tunnelling exponent is 182 at 0.376 MV/cm and still about 58 at 1.18 MV/cm, so direct field emission is negligible; leakage through defects is not covered by this estimate. Heating from 300 to 360 K, with a rough Curie constant of $1.5\times10^5$ K and with $f$ and $G$ held fixed, reduces the coercive voltage to 1.255 V but leaves the centre at $-0.25$ V. The imprint then takes a larger share of the switching margin even though its voltage has not changed.

The numerical output below lists the main values for these cases.

## Calculated quantities

```
INPUTS (rough round values)
flexocoupling coefficient: 5.0 V
strain gradient: 1.0e+06 1/m
film thickness: 50 nm
spontaneous polarization: 30 uC/cm2
lattice susceptibility at Ps: 200
background relative permittivity: 10
Landau alpha: -2.824e+08 V m/C
Landau beta: 3.137e+09 V m5/C3
MAIN RESULT
lattice spacing for scale of f: 0.4 nm
scale e/(4 pi eps0 a): 3.60 V
flexoelectric field: 0.050 MV/cm
the same field: 5.00 MV/m
formula imprint magnitude: 0.2500 V
computed loop centre: -0.2500 V
upward switching voltage: 1.380 V
downward switching voltage: -1.880 V
model coercive field: 0.326 MV/cm
model coercive voltage: 1.630 V
imprint / coercive voltage: 0.153
strain difference of faces: 5.0 %
equivalent bending radius: 1.0 um
imprint for f = 1 V: 0.050 V
imprint for f = 10 V: 0.500 V
centre, 100 nm, same strain difference: -0.2500 V
RELAXING STRAIN, same peak gradient
decay length: 10 nm
strain difference: 0.993 %
formula imprint magnitude: 0.04966 V
computed centre, no grading: -0.04966 V
computed centre, graded alpha: -0.04979 V
grading correction, formula: -0.1340 mV
grading correction, computed: -0.1277 mV
mesh shift, 200 to 400 cells: 0.00000 mV
NEGLECTED EFFECTS
alpha change per unit strain: 1.0e+10 V m/C
alpha change at faces: 2.50e+08 V m/C
centre, graded alpha, uniform G: -0.2500 V
coercive voltage, graded alpha: 1.646 V
centre, graded alpha, f = 0: 0.0000 V
passive layer: 1 nm, permittivity 50
centre with passive layer: -0.2510 V
coercive voltage, passive layer: 1.261 V
trapped charge for equal shift: 11.1 uC/cm2
surface-term bias ratio: 0.50
imprint with that ratio: 0.125 V
rough biaxial modulus: 170 GPa
elastic stress at faces: 4.25 GPa
rough work-function mismatch: 0.2 eV
mismatch voltage / imprint: 0.80
largest switching field: 0.376 MV/cm
rough breakdown field: 1.0 MV/cm
tunnel exponent, 1 eV barrier: 182
rough Curie constant: 1.5e+05 K
coercive voltage at 360 K: 1.255 V
loop centre at 360 K: -0.2500 V
```
